\section*{How Dimension Selects the Exponent of a Power-Mean Dielectric Mixing Rule}

A porous film with a solid skeleton of relative permittivity 2.8 and 30 per cent of empty pores has permittivity 2.056 if the logarithms of the two permittivities are averaged, and 2.130 if their cube roots are averaged. Two isotropic arrangements of the same solid and the same air, for which the field problem can be solved in closed form, give 2.068 and 2.165. The cube-root value lies between them and the logarithmic value lies below both. Both averages belong to one family, and what separates them is the number of dimensions in which the permittivity varies.

The family is that of the power means,
\begin{equation}
M_b=\langle \varepsilon^b\rangle^{1/b},\qquad M_0=\lim_{b\to0}M_b=\exp\langle\ln\varepsilon\rangle ,
\end{equation}
where $\varepsilon(\mathbf r)>0$ is the local permittivity relative to vacuum, which engineers call $k$, and angular brackets denote a volume average. The exponents $b=1$ and $b=-1$ describe capacitors in parallel and in series, $b=0$ is the logarithmic rule, and $b=1/3$ is Looyenga's rule. To choose among them one needs a property of the true effective permittivity that does not depend on the details of the structure. The leading effect of a weak contrast is such a property.

Let the medium be static, linear and locally isotropic, and let it repeat periodically with a cell much smaller than the sample. A statistically homogeneous random medium is the limit of a large cell. The fields obey
\begin{equation}
\nabla\cdot(\varepsilon\mathbf E)=0,\qquad \mathbf E=\mathbf E_0-\nabla\phi,
\end{equation}
with $\phi$ periodic, so that $\langle\mathbf E\rangle=\mathbf E_0$. The effective permittivity is defined by $\langle\varepsilon\mathbf E\rangle=\boldsymbol\varepsilon_{\rm eff}\mathbf E_0$ and is in general a tensor. Write $\varepsilon=m+\delta(\mathbf r)$ with $m=\langle\varepsilon\rangle$ and $\langle\delta\rangle=0$, and expand the field in powers of $\delta$: $\mathbf E=\mathbf E_0+\mathbf E_1+\mathbf E_2+\dots$ Every correction is the gradient of a periodic function and therefore has zero mean.

At first order the divergence condition reads $\nabla\cdot(m\mathbf E_1+\delta\,\mathbf E_0)=0$. With $\delta(\mathbf r)=\sum_{\mathbf q}\delta_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ and $\mathbf E_{1,\mathbf q}=-i\mathbf q\,\phi_{\mathbf q}$ it becomes
\begin{equation}
m q^2\phi_{\mathbf q}+i(\mathbf q\cdot\mathbf E_0)\delta_{\mathbf q}=0
\quad\Rightarrow\quad
\mathbf E_{1,\mathbf q}=-\frac{\mathbf q\,(\mathbf q\cdot\mathbf E_0)}{m q^2}\,\delta_{\mathbf q},
\end{equation}
since $(-i)(-i)=-1$. Only the part of $\delta\,\mathbf E_0$ along $\mathbf q$ creates polarization charge. The minus sign says that, on average, this charge lowers the field where the permittivity is high.

In the mean displacement the terms $\langle\delta\rangle\mathbf E_0$, $m\langle\mathbf E_1\rangle$ and $m\langle\mathbf E_2\rangle$ vanish, and $\langle\delta\,\mathbf E_2\rangle$ is of third order. There remains
\begin{equation}
\langle\varepsilon\mathbf E\rangle=m\mathbf E_0+\langle\delta\,\mathbf E_1\rangle+O(\delta^3).
\end{equation}
Because $\delta$ is real, $\delta_{-\mathbf q}=\delta_{\mathbf q}^*$, and the average of the product is $\sum_{\mathbf q}\delta^*_{\mathbf q}\mathbf E_{1,\mathbf q}$. With $\langle\delta^2\rangle=\sum_{\mathbf q}|\delta_{\mathbf q}|^2$, the permittivity for a field along a principal axis $n$ is
\begin{equation}
\varepsilon_{n}=m-A_{n}\frac{\langle\delta^2\rangle}{m}+O(\delta^3),\qquad
A_{n}=\frac{\sum_{\mathbf q\ne0}|\delta_{\mathbf q}|^2\,q_n^2/q^2}{\sum_{\mathbf q\ne0}|\delta_{\mathbf q}|^2}.
\label{eq:second}
\end{equation}
The number $A_n$ is the share of the variation that the field meets head-on. In $d$ dimensions $\sum_n q_n^2=q^2$, so $\sum_nA_n=1$ for any structure. If the two-point statistics, and with them $|\delta_{\mathbf q}|^2$, are isotropic, the $d$ factors are equal and each is $1/d$. Cubic symmetry suffices: a quarter turn exchanges two diagonal elements of the corresponding tensor and reverses the sign of the element that couples them. Hence
\begin{equation}
\varepsilon_{\rm eff}=m-\frac{\langle\delta^2\rangle}{d\,m}+O(\delta^3).
\label{eq:iso}
\end{equation}

The power mean must now be expanded in the same quantity. With $u=\delta/m$ and $\langle u\rangle=0$,
\begin{align}
\langle\varepsilon^b\rangle&=m^b\Big[1+\tfrac12b(b-1)\langle u^2\rangle+O(u^3)\Big],\\
M_b&=m\Big[1+\tfrac12(b-1)\langle u^2\rangle+O(u^3)\Big]
=m-\frac{1-b}{2}\,\frac{\langle\delta^2\rangle}{m}+O(\delta^3).
\end{align}
The second line follows from $(1+y)^{1/b}=1+y/b+\dots$ For $b=0$ one has $\langle\ln\varepsilon\rangle=\ln m-\frac12\langle u^2\rangle+\dots$, whose exponential agrees with the same formula. Comparison with (\ref{eq:second}) and (\ref{eq:iso}) gives
\begin{equation}
b_n=1-2A_n,\qquad\text{and for isotropy}\qquad b=1-\frac2d .
\label{eq:b}
\end{equation}
The condition is linear in $b$, so no other exponent in the family matches. The result is $-1$ in one dimension, $0$ in two and $1/3$ in three, and it tends to $1$ as $d$ grows, because an ever smaller share of the variation lies along the field. In one dimension the rule holds at any contrast: $\varepsilon E$ is then a constant $D$, so $E_0=D\langle1/\varepsilon\rangle$, which is the series formula.

These exponents were tested against numerical solutions of the full field problem. The media were sums of cosines with random phases and a cubic power spectrum, with an rms contrast of 0.01 relative to the mean. The exponent that reproduced the solved permittivity, averaged over both signs of $\delta$ to cancel the third-order term, was $-1.0000$, $0.0000$, $0.3334$ and $0.5000$ for $d=1,2,3,4$. A three-dimensional medium with unequal factors, $A_x=0.2833$ and $A_z=0.4333$, gave 0.4334 and 0.1334, where (\ref{eq:b}) predicts 0.4333 and 0.1333.

Two dimensions single out the logarithm for a second reason, which needs no expansion. Let $R$ rotate vectors by a quarter turn in the plane. Rotation turns a divergence-free field into a curl-free one and the reverse. So $\mathbf E'=R\,\varepsilon\mathbf E$ is curl-free, $\mathbf D'=R\,\mathbf E$ is divergence-free, and $\mathbf D'=\varepsilon^{-1}\mathbf E'$. The primed fields solve the problem for the medium $1/\varepsilon$. If $\mathbf E_0$ is a unit vector along the principal axis $x$, then $\langle\mathbf E'\rangle$ has length $\varepsilon_x$ and $\langle\mathbf D'\rangle$ has length 1, both along $y$. Therefore
\begin{equation}
\varepsilon_x[\varepsilon]\;\varepsilon_y[1/\varepsilon]=1 .
\label{eq:dual}
\end{equation}
For an isotropic medium the labels can be dropped. A power mean gives instead
\begin{equation}
M_b[\varepsilon]\,M_b[1/\varepsilon]=\big(\langle\varepsilon^b\rangle\langle\varepsilon^{-b}\rangle\big)^{1/b}.
\end{equation}
By the Cauchy--Schwarz inequality the bracket exceeds 1 for any non-uniform medium and $b\neq0$, so the product differs from 1. For $b=0$ it is $\exp(\langle\ln\varepsilon\rangle-\langle\ln\varepsilon\rangle)=1$. The logarithmic rule is thus the one power mean compatible with the duality of the plane. For a random two-dimensional medium the solved fields gave 1.00000000 for the product (\ref{eq:dual}), while the mean with $b=1/3$ gave 1.0870.

Compatibility does not make the rule true for every planar medium, but it does for one class. Let $G=\exp\langle\ln\varepsilon\rangle$, and suppose that some translation reverses the sign of $\ln(\varepsilon/G)$, which turns $\varepsilon$ into $G^2/\varepsilon$. A translation cannot change the effective permittivity, and a constant factor in $\varepsilon$ multiplies it, so for an isotropic medium of this kind
\begin{equation}
\varepsilon_{\rm eff}=G^2\,\varepsilon_{\rm eff}[1/\varepsilon]=\frac{G^2}{\varepsilon_{\rm eff}}\quad\Rightarrow\quad\varepsilon_{\rm eff}=G
\end{equation}
at any contrast. The medium $\ln\varepsilon=1.5\cos x\cos y$ is an example: a shift of $x$ by $\pi$ reverses the logarithm, and the fourfold symmetry makes the response isotropic. Its permittivity varies by a factor of 20, and the solved value is 1.00000000, equal to the logarithmic mean. The mean with $b=1/3$ is 1.0979.

That the matching stops at second order in general can be seen from a few spheres of permittivity $1+x$ in a host of permittivity 1. Around a sphere of radius $a$ the potential is $-E_0z+pz/r^d$ outside and $-E_{\rm in}z$ inside. With $P=p/a^d$, continuity of the potential and of the normal displacement requires
\begin{align}
-E_0+P&=-E_{\rm in},\\
-E_0-(d-1)P&=-(1+x)E_{\rm in}.
\end{align}
Subtraction gives $dP=xE_{\rm in}$, and the first line then gives $E_{\rm in}=dE_0/(d+x)$. The spheres, at volume fraction $f$, add $fxE_{\rm in}$ to the mean displacement, so to first order in $f$
\begin{equation}
\frac{\varepsilon_{\rm eff}-1}{f}=\frac{d\,x}{d+x}=x-\frac{x^2}{d}+\frac{x^3}{d^2}-\dots
\end{equation}
The power mean at the same order in $f$ gives
\begin{equation}
\frac{(1+x)^b-1}{b}=x+\frac{b-1}{2}x^2+\frac{(b-1)(b-2)}{6}x^3+\dots
=x-\frac{x^2}{d}+\frac{d+2}{3d^2}x^3+\dots,
\end{equation}
where $b-1=-2/d$ and $b-2=-(d+2)/d$ were inserted. The quadratic terms agree, as they must. The cubic coefficients of the power mean and of the spheres are, in this order, 0.1852 and 0.1111 in three dimensions, and 0.3333 and 0.2500 in two. They coincide for $d=1$ alone. For pores $x$ is negative, so at this order the power mean lies below the value for spherical pores.

No single function of the volume fractions could repair this, because the third-order term depends on the arrangement. Coated spheres show it at any filling. Take a core of permittivity $\varepsilon_c$ occupying a fraction $f$ of the sphere, a shell $\varepsilon_s$, and an outside medium $\varepsilon_*$ chosen so that the field outside stays uniform. In units of the outer radius the potential is $Fz$ in the core, $(A+B/r^d)z$ in the shell and $z$ outside. The conditions at the outer and inner surfaces are
\begin{align}
A+B&=1, & \varepsilon_s[A-(d-1)B]&=\varepsilon_*,\\
A+B/f&=F, & \varepsilon_s[A-(d-1)B/f]&=\varepsilon_cF .
\end{align}
Eliminate $F$, put $A=1-B$, and write $\Delta=\varepsilon_s-\varepsilon_c$. Then
\begin{equation}
\Delta(1-B)=\frac Bf\,[\varepsilon_c+(d-1)\varepsilon_s]
\;\Rightarrow\; B=\frac{f\Delta}{Q},\quad
Q=(1-f)\varepsilon_c+f\varepsilon_s+(d-1)\varepsilon_s .
\end{equation}
The outer conditions give $\varepsilon_*=\varepsilon_s(1-dB)$. The mean is $m=\varepsilon_s-f\Delta$, and $Q-d\varepsilon_s=-(1-f)\Delta$, so
\begin{equation}
\varepsilon_*=m+f\Delta\,\frac{Q-d\varepsilon_s}{Q}=m-\frac{f(1-f)\Delta^2}{Q}.
\label{eq:coat}
\end{equation}
Such a sphere can replace a piece of the medium $\varepsilon_*$ without disturbing the field elsewhere. Spheres of ever smaller size can therefore fill all of space, and the composite has permittivity $\varepsilon_*$. For weak contrast $Q\to dm$, and since $\langle\delta^2\rangle=f(1-f)\Delta^2$, equation (\ref{eq:iso}) returns. Exchanging the materials of core and shell at fixed composition changes $Q$ by $d-1$ times the difference of the two permittivities, which alters $\varepsilon_*$ at third order.

The film of the opening can now be read term by term. Its mean is $m=0.30\times1+0.70\times2.8=2.26$ and its variance is $0.30\times0.70\times1.8^2=0.6804$. Equation (\ref{eq:iso}) gives
\begin{equation}
2.26-\frac{0.6804}{3\times2.26}=2.160\quad(d=3),\qquad
2.26-\frac{0.6804}{2\times2.26}=2.109\quad(d=2).
\end{equation}
The logarithmic rule applied to an isotropic three-dimensional film subtracts half of $\langle\delta^2\rangle/m$ where a third is due, and this accounts for about 0.05 of the 0.074 by which its value lies below that of the cube-root rule. The rms contrast is 0.365 of the mean, so higher orders count as well: the full rules give $(0.30+0.70\times2.8^{1/3})^3=2.130$ and $2.8^{0.70}=2.056$. For coated spheres with air cores $Q=0.70+0.84+5.6=7.14$ and $\varepsilon_*=2.165$; with solid cores in shells of air $Q=3.54$ and $\varepsilon_*=2.068$. These are two examples of isotropic media; it has not been shown here that they bound all others. Their distance, 0.097, is larger than the difference of 0.074 between the two mixing rules. The exponent $1/3$ removes a systematic error of second order, but it does not supply the missing knowledge of the structure.

How well the rule does at finite contrast thus depends on the medium. For a smooth random three-dimensional medium with an rms value of 0.4 for $\ln\varepsilon$, in which the permittivity varies by a factor of almost 9, the solved value averaged over the three axes is 1.0282. The mean with $b=1/3$ is 1.0267 and the logarithmic mean is 1.0000. This is one draw of the random phases; for other draws the solved value differs from the $b=1/3$ mean by up to a few thousandths, with either sign.

In design the rules are often used backwards. To reach a permittivity of 2.2 with the same skeleton, the cube-root rule asks for a porosity of 0.266 and the logarithmic rule for 0.234. If the film is isotropic and follows the cube-root rule, a porosity chosen by the logarithmic rule leaves the permittivity above the target.

The dimension that counts is that of the variation, not that of the sample. Suppose the pores are straight vertical columns, isotropically arranged in the plane. All $\mathbf q$ then lie in the plane, so $A_x=A_y=1/2$ and $A_z=0$, and (\ref{eq:b}) gives $b=0$ for in-plane fields and $b=1$ for vertical ones. The logarithmic rule thus has a place in a three-dimensional film: it estimates the in-plane permittivity, which matters most for the coupling between neighbouring lines of one layer, as 2.056. Equation (\ref{eq:coat}) with $d=2$ gives 2.103 for air-core cylinders and 1.992 for solid-core ones, on either side of it. A uniform vertical field satisfies the field equations without correction, so the vertical permittivity is the arithmetic mean, 2.26.

Less extreme anisotropy moves the exponent continuously. If an isotropic correlation function is compressed along $z$ by a factor $s$, its wave vectors are stretched along $z$ by $1/s$. With $u$ the cosine of the original polar angle, which is uniformly distributed,
\begin{equation}
A_z=\int_0^1\frac{(u/s)^2}{1-u^2+(u/s)^2}\,du .
\end{equation}
For $s=0.8$ this is 0.394, the exponent for vertical fields falls from $1/3$ to 0.211, and the power-mean estimate of the vertical permittivity falls by 0.027.

The parameters are rough typical values for porous organosilicate interlayer dielectrics, whose dense form has a permittivity somewhat below 3 and whose pores are a few nanometres wide or less. At that size a local permittivity with sharp boundaries is itself an idealization. The pores must also be small compared with the spacing of the metal lines. With pores 2 nm wide and a spacing of 20 nm, a cube one spacing wide holds $0.30\times20^3/(\pi\,2^3/6)\approx573$ pores. If their number fluctuates as for independent placement, and overlaps are ignored, the porosity varies by about $0.30/\sqrt{573}\approx0.013$ from cube to cube and the permittivity by about 0.025. At this porosity the two assumptions cannot both hold, so the figure gives only the order of magnitude: freely overlapping pores give about 0.020, and pores that exclude one another give less, about 0.008 in a bulk hard-sphere estimate.

The pores were also assumed to be empty. Processing can make pore walls hydrophilic, and they then take up water. Let one per cent of the film volume be water, spread as a closed layer on the pore walls at fixed total porosity, and apply the matching conditions above at one more interface. The air-core value of 2.165 rises to 2.80 if the water has a bulk-like permittivity of 80, and to 2.25 if confinement reduces it to an assumed 10. These are results of the continuum model, not predictions for pores 2 nm wide. There the water would take up one thirtieth of each pore, which is about five molecules, and the closed layer would be 0.011 nm thick, far thinner than a molecule. The large shift of 0.63 arises because a closed layer of high permittivity carries the displacement around the pore. Suppose instead that the same water, with permittivity 80, fills one pore in thirty and leaves the others dry. If the dipoles of separate spherical pores are added, the estimate is
\begin{equation}
\frac{\varepsilon-2.8}{\varepsilon+5.6}=0.29\,\frac{1-2.8}{1+5.6}+0.01\,\frac{80-2.8}{80+5.6},
\end{equation}
which gives 2.25, a shift of 0.09. This is comparable to the differences between mixing rules and arrangements. For a dry film the exponent (\ref{eq:b}) follows the geometry of the pores and the direction of the field, but it fixes only the second-order term: at the contrast of this film the two isotropic coated-sphere values, 2.165 and 2.068, are reproduced by exponents of 0.50 and 0.05, although both structures have $A_n=1/3$. For a wet one, the amount, the state and the arrangement of the water have to be known as well. The numerical output below lists the main computed values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
relative rms contrast in exponent fits: 0.01
d=1: solved 2nd-order coefficient 1.0001, fitted exponent -1.0000, 1-2/d = -1.0000
d=2: solved 2nd-order coefficient 0.5000, fitted exponent 0.0000, 1-2/d = 0.0000
d=3: solved 2nd-order coefficient 0.3334, fitted exponent 0.3334, 1-2/d = 0.3333
d=4: solved 2nd-order coefficient 0.2500, fitted exponent 0.5000, 1-2/d = 0.5000
anisotropic, field along x: A = 0.2833, fitted exponent 0.4334, 1-2A = 0.4333
anisotropic, field along z: A = 0.4333, fitted exponent 0.1334, 1-2A = 0.1333
columnar, field along x: A = 0.5000, fitted exponent 0.0000, 1-2A = 0.0000
columnar, field along z: A = 0.0000, fitted exponent 1.0000, 1-2A = 1.0000
2D duality product, solved fields: 1.00000000
2D duality product, power mean b=1/3: 1.0870
2D symmetric medium, largest/smallest eps: 20.00
  solved eps_eff 1.00000000, log mean 1.00000000, b=1/3 mean 1.0979
3D smooth medium, rms of ln(eps) 0.4: largest/smallest eps 8.7
  solved eps_eff 1.0282, b=1/3 mean 1.0267, log mean 1.0000
dilute cubic coefficient, d=2: power mean 0.3333, spheres 0.2500
dilute cubic coefficient, d=3: power mean 0.1852, spheres 0.1111
film: skeleton k 2.8, porosity 0.30, pore 2.0 nm, spacing 20.0 nm
mean k 2.2600, variance 0.6804, rms/mean 0.365
k to second order, d=3: 2.1596
k to second order, d=2: 2.1095
k Looyenga (b=1/3): 2.1299
k logarithmic (b=0): 2.0559
k coated spheres, air core: 2.1647
k coated spheres, solid core: 2.0678
porosity for k=2.2: Looyenga 0.2659, logarithmic 0.2342
columnar pores, in-plane k: log rule 2.0559, air-core cylinders 2.1032, solid-core 1.9921
columnar pores, vertical k: 2.2600
neglected, microstructure beyond 2nd order: k spread 0.0969
neglected, pores flattened to aspect 0.8: A_z 0.3944, exponent 0.2111, vertical k change -0.0265
neglected, fluctuation in one spacing cube: 573 pores, rms porosity 0.0125, rms k 0.0255
neglected, water film 1 vol% with k=80: k 2.7958, change 0.6311
neglected, water film 1 vol% with k=10: k 2.2510, change 0.0863
\end{verbatim}
